# The Born cavity model of the transport gap in a dielectric, part 1

(Sections cited here and not found follow in the second part.)

## First half: from total energies to the gap shift

Q: A molecule has a highest occupied level and a lowest empty level. Their separation looks like a property of the molecule. Why should the surrounding material change it?

A: Because the gap that matters for charge transport is a difference between total energies of charged and neutral molecules, and a charged molecule polarizes its surroundings. Let $E(N)$ be the energy of the neutral molecule with $N$ electrons. The ionization potential and the electron affinity are

$$\mathrm{IP}=E(N-1)-E(N),\qquad \mathrm{EA}=E(N)-E(N+1).$$

Both are positive when it costs energy to remove an electron and when energy is gained by adding one. The transport gap is

$$E_t=\mathrm{IP}-\mathrm{EA}=E(N-1)+E(N+1)-2E(N).$$

This is the energy of the process $M+M\to M^++M^-$, with the two molecules infinitely far apart. One molecule pays IP to release an electron, and the other returns EA on receiving it.

Q: In a solid, the electron has to leave one molecule, and its energy outside depends on surface dipoles and on where we put the zero of potential. Does that not enter?

A: It enters IP and EA separately, but not their difference. Suppose a uniform potential $V$ is added everywhere. A molecule of net charge $q$ then gains energy $qV$. The cation, with $q=+1$, gains $+V$, the anion gains $-V$, and the neutral molecule gains nothing. The change in $E_t$ is $V-V-0=0$.

I have set the elementary charge to one here. The algebra uses atomic units throughout: $e=1$ and $4\pi\varepsilon_0=1$, so that a charge $q$ in vacuum has the potential $q/r$. The symbol $\varepsilon$ without a subscript is the relative permittivity of the medium.

Q: The neutral molecules are in the medium too. You subtract twice their energy, so you need to know how that shifts.

A: In this model it does not shift. I assume that the neutral molecule has no net charge and no permanent dipole or higher multipole. It then produces no electrostatic field in the medium, and there is nothing to polarize.

A real neutral molecule does interact with its neighbours, through dispersion forces and short-range repulsion. If that interaction contributes the same energy $c$ to the neutral molecule and to both ions, it cancels, because $c+c-2c=0$. Any difference between the three is outside the model.

Q: Then say what the model is for an ion.

A: Cut an empty sphere of radius $R$ out of a uniform medium and place the ion inside. The assumptions are these.

- Inside the sphere the permittivity is 1. Outside it is $\varepsilon$, and the medium is linear, isotropic and unbounded.
- The net charge $q=\pm1$ is distributed with spherical symmetry about the centre and lies within the sphere.
- The charge distribution is the same in the medium as in vacuum.

Q: The last assumption looks convenient. A molecule is itself polarizable, so surely the medium acts back on it.

A: That can be checked once we have the fields. Let $Q(r)$ be the free charge enclosed within radius $r$. By symmetry the displacement field $\mathbf D$ points along the radius and depends on $r$ alone. In these units Gauss's law reads $\nabla\cdot\mathbf D=4\pi\rho$, where $\rho$ is the free charge density. Integrating over a sphere of radius $r$ gives

$$4\pi r^2D(r)=4\pi Q(r)\quad\Rightarrow\quad D(r)=\frac{Q(r)}{r^2}.$$

The permittivity does not appear, so $D$ is the same with and without the medium. The electric field is $E=D$ in the cavity and $E=D/\varepsilon$ outside. Since all the charge lies within $R$,

$$E(r)=\frac{Q(r)}{r^2}\quad(r<R),\qquad E(r)=\frac{q}{\varepsilon r^2}\quad(r>R).$$

Inside the cavity the field equals the vacuum field. The medium has changed the potential there by a constant, and a constant potential exerts no force on the electrons. So for a spherical ion the medium gives the density no electrostatic reason to change, and the third assumption agrees with the second.

Q: Now the energy. I know $\tfrac12\int\rho\phi\,dV$ for charges in vacuum. With a dielectric, some work also goes into polarizing the molecules of the medium. Where is that counted?

A: Start from the work itself. If the potential is $\phi$ and we bring in a little more free charge $\delta\rho$, we do the work

$$\delta W=\int\phi\,\delta\rho\,dV=\frac{1}{4\pi}\int\phi\,\nabla\cdot\delta\mathbf D\,dV.$$

The product rule, $\phi\nabla\cdot\delta\mathbf D=\nabla\cdot(\phi\,\delta\mathbf D)-\nabla\phi\cdot\delta\mathbf D$, turns the first term into an integral over a distant surface. There $\phi$ falls as $1/r$, $\delta D$ falls as $1/r^2$, and the area grows as $r^2$, so the surface term vanishes as $1/r$. With $\mathbf E=-\nabla\phi$ we are left with

$$\delta W=\frac{1}{4\pi}\int\mathbf E\cdot\delta\mathbf D\,dV.$$

In a linear medium $\mathbf E=\mathbf D/\varepsilon$, and therefore

$$\mathbf E\cdot\delta\mathbf D=\frac{\mathbf D\cdot\delta\mathbf D}{\varepsilon}=\delta\left(\frac{D^2}{2\varepsilon}\right)=\tfrac12\,\delta(\mathbf E\cdot\mathbf D).$$

Adding up the steps from zero charge to the final charge gives

$$W=\frac{1}{8\pi}\int\mathbf E\cdot\mathbf D\,dV.$$

This is all the work done on the free charge. The work stored in the polarized medium came from that same source, so it is already included.

Q: Then subtract the vacuum energy and show me what survives.

A: Within the cavity, $E$ and $D$ are the same in both cases, so that region cancels, including the ion's own internal electrostatic energy. Outside, $D=q/r^2$ in both cases, while $E$ is $q/(\varepsilon r^2)$ in the medium and $q/r^2$ in vacuum. With the volume element $4\pi r^2dr$,

$$\Delta E=\frac{1}{8\pi}\int_R^\infty\left(\frac{1}{\varepsilon}-1\right)\frac{q^2}{r^4}\,4\pi r^2\,dr
=-\frac{q^2}{2}\left(1-\frac1\varepsilon\right)\int_R^\infty\frac{dr}{r^2}.$$

The last integral is $1/R$, and so

$$\Delta E=-\left(1-\frac1\varepsilon\right)\frac{q^2}{2R}.$$

This is the Born energy. The radial profile of the charge has dropped out: a point at the centre and a thin spherical shell give the same shift.

Q: I would have estimated it differently. The medium produces a potential at the ion, and I would multiply that potential by the charge. Do I get the same answer?

A: You get twice the answer, and the difference is instructive. Outside the cavity the potential is $q/(\varepsilon r)$, measured from zero at infinity. At the cavity wall it is $q/(\varepsilon R)$, whereas in vacuum it would be $q/R$. Since the field inside is unchanged, the potential everywhere in the cavity is shifted by

$$\phi_r=\frac{q}{\varepsilon R}-\frac qR=-\left(1-\frac1\varepsilon\right)\frac qR.$$

This is the reaction potential. It is proportional to $q$, so it was smaller while the charge was being built up. Charging the ion gradually, with an intermediate charge $q'$, gives

$$\Delta E=\int_0^q\phi_r(q')\,dq'=-\left(1-\frac1\varepsilon\right)\frac1R\int_0^q q'\,dq'=-\left(1-\frac1\varepsilon\right)\frac{q^2}{2R}.$$

Your product $q\phi_r$ is the interaction between the finished ion and the finished polarization. Half of its magnitude has been spent on creating the polarization, and the net gain is the other half.

Q: The medium lowers the energy of a positive ion by surrounding it with negative bound charge. Should a negative ion not move the other way?

A: Its surroundings reverse as well. The reaction potential changes sign with $q$, and the energy contains $q^2$. Both ions are stabilized. If their cavity radii are $R_+$ and $R_-$, define the positive quantities

$$P_\pm=\frac12\left(1-\frac1\varepsilon\right)\frac1{R_\pm}.$$

The cation's energy $E(N-1)$ falls by $P_+$. Since it enters IP with a plus sign, IP falls by $P_+$. The anion's energy $E(N+1)$ falls by $P_-$. Since it enters EA with a minus sign, EA rises by $P_-$. Hence

$$E_t^{\rm medium}=(\mathrm{IP}-P_+)-(\mathrm{EA}+P_-)=E_t^{\rm gas}-P_+-P_-.$$

Q: So the full $1/R$, without the half, belongs to the pair?

A: Yes. For $R_+=R_-=R$ the two halves add, and the gap falls by

$$\Delta\equiv P_++P_-=\left(1-\frac1\varepsilon\right)\frac1R.$$

In SI units the product of charges carries the factor $e^2/(4\pi\varepsilon_0)$, so

$$\Delta=\left(1-\frac1\varepsilon\right)\frac{e^2}{4\pi\varepsilon_0R}.$$

Q: And if the ions do not share a radius, may I insert the average radius?

A: The average that works is that of the inverse radii:

$$\Delta=\left(1-\frac1\varepsilon\right)\frac12\left(\frac1{R_+}+\frac1{R_-}\right).$$

The ordinary mean radius gives too small a lowering. To see this, put the difference of the two inverse lengths over a common denominator:

$$\frac{R_++R_-}{2R_+R_-}-\frac{2}{R_++R_-}=\frac{(R_++R_-)^2-4R_+R_-}{2R_+R_-(R_++R_-)}=\frac{(R_+-R_-)^2}{2R_+R_-(R_++R_-)}\geq0.$$

The error is of second order in the difference between the radii, so it is small when they are close.

Q: How does the shift depend on $\varepsilon$? I would expect a very polarizable medium to close the gap altogether.

A: Not by this mechanism alone, unless the gas gap is below $1/R$. At $\varepsilon=1$ there is no shift. As $\varepsilon$ grows without limit, $\Delta$ approaches $1/R$. The medium can remove the field energy outside the cavity, which is $1/(2R)$ for each ion in vacuum, and it cannot remove more than was there. At $\varepsilon=2$ half of the limit has been reached. At fixed $R$ the slope is $d\Delta/d\varepsilon=1/(\varepsilon^2R)$, so each further increase in permittivity brings less.

Q: How much of the medium takes part? Perhaps the nearest molecules do all the work.

A: Let the dielectric end at a radius $L$, with vacuum beyond it. The displacement field is still $q/r^2$, and the same integral now stops at $L$:

$$P(L)=\frac12\left(1-\frac1\varepsilon\right)\int_R^L\frac{dr}{r^2}=\frac12\left(1-\frac1\varepsilon\right)\left(\frac1R-\frac1L\right).$$

The part missing, as a fraction of the full stabilization, is $R/L$. Half of the stabilization therefore comes from beyond $2R$, and a tenth from beyond $10R$. The convergence is slow because the energy density falls as $1/r^4$ while the volume of a shell grows as $r^2$.

Q: Real molecules are not spherical. What happens when the charge is lopsided?

A: The charge then has further multipoles about the centre, and their fields also polarize the medium. Take one multipole of order $l$ with unit strength. Inside the cavity, beyond the charge, its radial potential is $r^{-l-1}+Ar^l$, where the second term is the reaction of the medium. Outside it is $Br^{-l-1}$. Write $a=AR^{2l+1}$. Continuity of the potential at $R$ gives $1+a=B$. Continuity of the radial displacement, after the common factor $-R^{-l-2}$ is removed, gives

$$(l+1)-la=\varepsilon(l+1)B=\varepsilon(l+1)(1+a).$$

Collecting the terms in $a$,

$$a=-\frac{(l+1)(\varepsilon-1)}{(l+1)\varepsilon+l}.$$

For $l=0$ this is $-(1-1/\varepsilon)$, the Born factor. For every $l$ it is negative when $\varepsilon>1$. Different orders do not mix in a spherical cavity, so at fixed charge density and fixed $R$ each extra multipole lowers the ion's energy further.

Q: Then a lopsided molecule has a smaller gap than your formula says?

A: Not necessarily, since the neutral molecule may have multipoles too. For a dipole $\mu$, $l=1$ gives a reaction field $-a\mu/R^3$ along the dipole. With the factor one half for an induced response, the energy is

$$\tfrac12a\,\frac{\mu^2}{R^3}=-\frac{\varepsilon-1}{2\varepsilon+1}\,\frac{\mu^2}{R^3}.$$

This stabilization of the neutral molecule counts twice in $E_t$, with a minus sign, and so widens the gap. The multipoles of the ions narrow it. The sign of the sum depends on the molecule, and the simple formula holds when these terms are absent or cancel.

## Second half: numbers, and what the model leaves out

Q: Before any numbers, restate what we are going to use.

A: The transport gap is $E_t=\mathrm{IP}-\mathrm{EA}$ for two ions infinitely far apart. Each ion is a spherical charge in an empty cavity of radius $R$, in a medium of relative permittivity $\varepsilon$. Each is stabilized by $P$, and the gap falls by $\Delta=2P$:

$$P=\left(1-\frac1\varepsilon\right)\frac{K}{2R},\qquad \Delta=\left(1-\frac1\varepsilon\right)\frac KR,\qquad K=\frac{e^2}{4\pi\varepsilon_0}.$$

In atomic units $K=1$. If the medium ends at radius $L$, $1/R$ is replaced by $1/R-1/L$. For numbers, $K=1.440$ eV nm, or $14.40$ eV Å.

Q: Choose a case in which a sphere is not absurd.

A: A film of C$_{60}$ suits it, since the molecule is nearly round. I use rough typical values: a gas-phase IP of 7.6 eV, an EA of 2.7 eV, $\varepsilon=4.0$ and a distance $d=1.0$ nm between molecular centres. For the cavity I take touching spheres, $R=d/2=0.50$ nm. This is a model estimate and not a calculation of the electronic structure of C$_{60}$. The stabilization of each ion is

$$P=\left(1-\frac14\right)\frac{1.440\ \text{eV nm}}{2\times0.50\ \text{nm}}=0.75\times1.440\ \text{eV}=1.08\ \text{eV}.$$

The levels become

$$\mathrm{IP}=7.6-1.08=6.52\ \text{eV},\qquad\mathrm{EA}=2.7+1.08=3.78\ \text{eV}.$$

The gap falls from 4.9 eV to $6.52-3.78=2.74$ eV, a lowering of 2.16 eV. The largest lowering available at this radius, for unlimited $\varepsilon$, is 2.88 eV.

Q: Has the ion energy been obtained in any way other than by your integral?

A: Yes. Poisson's equation was solved numerically for a unit charge spread over a narrow spherical layer in the cavity, and the energy was taken as half the sum of charge times potential. The layer was centred at $0.5R$ or at $0.75R$, the cavity radius was 0.50 or 0.55 nm, and the permittivity was 1, 2, 4 or 20. In every combination the difference from the vacuum energy agreed with the Born expression to within the tolerance of the test, which was below $2\times10^{-5}$ eV. This tests the electrostatics, including the independence from the charge profile. It says nothing about whether a cavity describes a molecular solid.

The Born model lowers the transport gap of the C$_{60}$ example by 2.16 eV, to 2.74 eV, and a numerical solution of Poisson's equation confirms the electrostatics. It remains to ask how far the result depends on the cavity and its radius, and what pair attraction, bands, slow response and a surface would change.
